# Lateral thermal length of a thin wafer with two-sided radiative loss: a program that tests the result

```python
# Result under test: a thin wafer with two-sided radiative loss has the lateral
# thermal length L = sqrt(k h / (8 eps sigma T0^3)). A steady flux pattern of
# wavenumber q gives the temperature amplitude (S/G) / (1 + q^2 L^2).
# Symbols: k conductivity, h thickness, eps emissivity of each face, sigma the
# Stefan-Boltzmann constant, T0 hold temperature, S change of absorbed flux,
# G = 8 eps sigma T0^3 the loss per kelvin from both faces together.
# Internal units are SI; printed units are those used in wafer processing.
import numpy as np
from scipy.constants import sigma
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.special import j0, k0, k1

T0 = 1300.0
h = 0.775e-3
k = 25.0
eps = 0.7
heat_capacity = 2.2e6       # J/(m3 K)
contrast = 0.02             # fractional amplitude of the absorbed flux
wafer_radius = 0.150
k_exponent = 1.2            # k falls as T**(-k_exponent) in the tests

face_loss = 4 * eps * sigma * T0**3
G = 2 * face_loss
L = np.sqrt(k * h / G)
tau = heat_capacity * h / G
Q0 = 2 * eps * sigma * T0**4
local_rise = contrast * Q0 / G


def constant_eps(T):
    return eps + 0 * T


def constant_k(T):
    return k + 0 * T


def falling_k(T):
    return k * (T0 / T)**k_exponent


def energy_balance(edges, absorbed, emissivity=constant_eps,
                   conductivity=constant_k, radial=False,
                   extra_eps=0.0, gas=0.0, rim=False):
    """Net heating of each cell, with the full fourth-power loss."""
    centres = (edges[1:] + edges[:-1]) / 2
    around = edges if radial else np.ones_like(edges)
    area = np.diff(edges**2) / 2 if radial else np.diff(edges)
    gap = np.diff(centres)

    def gain(T):
        e = emissivity(T)
        loss = (2 * e + extra_eps) * sigma * T**4 + 2 * gas * (T - T0)
        net = area * (absorbed - loss)
        k_face = conductivity((T[1:] + T[:-1]) / 2)
        flow = k_face * h * around[1:-1] * np.diff(T) / gap
        net[:-1] += flow
        net[1:] -= flow
        if rim:
            net[-1] -= around[-1] * h * e[-1] * sigma * T[-1]**4
        return net

    return gain, centres, area


def steady_temperature(gain, n):
    """Newton solution; complex steps supply the tridiagonal Jacobian."""
    T = np.full(n, T0)
    index = np.arange(n)
    for _ in range(40):
        bands = np.zeros((3, n))
        for colour in range(3):
            mask = index % 3 == colour
            column = gain(T + 1e-20j * mask).imag / 1e-20
            j = index[mask]
            upper, lower = j[j > 0], j[j < n - 1]
            bands[1, j] = column[j]
            bands[0, upper] = column[upper - 1]
            bands[2, lower] = column[lower + 1]
        step = solve_banded((1, 1), bands, -gain(T))
        T = T + step
        if np.max(np.abs(step)) < 1e-7:
            return T
    raise RuntimeError("Newton iteration did not converge")


def sine_response(wavelength, c=contrast, emissivity=constant_eps,
                  conductivity=falling_k, delta_eps=0.0, gas=0.0):
    """Cosine amplitude and mean shift from the nonlinear balance."""
    n = 400
    edges = np.linspace(0, wavelength / 2, n + 1)
    x = (edges[1:] + edges[:-1]) / 2
    wave = np.cos(2 * np.pi * x / wavelength)
    absorbed = 2 * emissivity(T0) * sigma * T0**4 * (1 + c * wave)
    gain, _, _ = energy_balance(edges, absorbed, emissivity, conductivity,
                                extra_eps=delta_eps * wave, gas=gas)
    theta = steady_temperature(gain, n) - T0
    return 2 * np.mean(theta * wave), np.mean(theta)


def close(a, b, tolerance):
    return abs(a - b) <= tolerance * abs(b)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


# Sinusoidal patterns at the contrast of the example, with k varying with T.
wavelengths = [0.100, 0.020, 0.005, 0.002]
thin_amplitudes = []
for wavelength in wavelengths:
    q = 2 * np.pi / wavelength
    predicted = local_rise / (1 + (q * L)**2)
    computed, _ = sine_response(wavelength)
    assert close(computed, predicted, 1e-3)
    thin_amplitudes.append(predicted)

# Second-order shift of the mean temperature.
mean_formula = -0.75 * thin_amplitudes[0]**2 / T0
for law in (constant_k, falling_k):
    _, mean_shift = sine_response(wavelengths[0], conductivity=law)
    assert close(mean_shift, mean_formula, 0.01)

# Weaker radiation must give stronger smoothing, not weaker.
q20 = 2 * np.pi / 0.020
attenuation = {}
for factor in (1.0, 0.5):
    amplitude, _ = sine_response(
        0.020, emissivity=lambda T, f=factor: f * eps + 0 * T)
    attenuation[factor] = amplitude / local_rise
    assert close(attenuation[factor], 1 / (1 + (q20 * L)**2 / factor), 1e-3)
assert attenuation[0.5] < attenuation[1.0]

# Flux step between two half-planes; small contrast isolates the linear law.
small = 1e-3
small_rise = small * Q0 / G
edges = np.linspace(-10 * L, 10 * L, 2001)
x = (edges[1:] + edges[:-1]) / 2
gain, _, _ = energy_balance(edges, Q0 * (1 + small * np.sign(x)))
step_theta = steady_temperature(gain, len(x)) - T0
step_formula = small_rise * np.sign(x) * (1 - np.exp(-np.abs(x) / L))
assert np.max(np.abs(step_theta - step_formula)) < 2e-3 * small_rise

# Point-source kernel: its Hankel transform must be the pattern response.
for qL in (0.5, 1.7, 4.0):
    transform = quad(lambda r: r * k0(r) * j0(qL * r), 0, 40, limit=300)[0]
    assert close(transform, 1 / (1 + qL**2), 1e-6)

# Uniformly heated disc, solved on a radial mesh.
disc_radius = 5e-3
dr = disc_radius / 200
edges = dr * np.arange(int(12 * L / dr) + 1)
r = (edges[1:] + edges[:-1]) / 2
gain, _, _ = energy_balance(edges, Q0 * (1 + small * (r < disc_radius)),
                            radial=True)
disc_theta = steady_temperature(gain, len(r)) - T0
disc_factor = 1 - disc_radius / L * k1(disc_radius / L)
assert close(disc_theta[0], small_rise * disc_factor, 2e-3)

# Growth of a pattern after the flux contrast is switched on.
exposure = 0.5
reached = {}
for wavelength in (0.100, 0.020):
    edges = np.linspace(0, wavelength / 2, 61)
    x = (edges[1:] + edges[:-1]) / 2
    wave = np.cos(2 * np.pi * x / wavelength)
    gain, _, area = energy_balance(edges, Q0 * (1 + small * wave))
    run = solve_ivp(lambda t, T: gain(T) / (area * heat_capacity * h),
                    (0, exposure), np.full(60, T0), method="LSODA",
                    rtol=1e-10, atol=1e-8, lband=1, uband=1)
    assert run.success
    amplitude = 2 * np.mean((run.y[:, -1] - T0) * wave)
    rate = 1 + (2 * np.pi * L / wavelength)**2
    reached[wavelength] = 1 - np.exp(-rate * exposure / tau)
    assert close(amplitude, small_rise / rate * reached[wavelength], 3e-3)

# Heat flow resolved through the thickness, with linear loss at both faces.
nz = 400
dz = h / nz
surface_link = 2 * k / dz
surface_loss = surface_link * face_loss / (surface_link + face_loss)
diagonal = np.full(nz, 2 * k / dz)
diagonal[[0, -1]] = k / dz + surface_loss
off_diagonal = np.full(nz - 1, -k / dz)
lowest = eigh_tridiagonal(diagonal / (k * dz), off_diagonal / (k * dz),
                          select="i", select_range=(0, 0))[0][0]
slab_length = 1 / np.sqrt(lowest)
thickness_correction = h**2 / (24 * L**2)
assert close(slab_length / L - 1, thickness_correction, 0.01)


def slab_response(q, S):
    """Top, bottom and mean rise for flux absorbed at the top face."""
    bands = np.zeros((3, nz))
    bands[0, 1:] = off_diagonal
    bands[1] = diagonal + k * q**2 * dz
    bands[2, :-1] = off_diagonal
    source = np.zeros(nz)
    source[0] = S * surface_link / (surface_link + face_loss)
    theta = solve_banded((1, 1), bands, source)
    top = (S + surface_link * theta[0]) / (surface_link + face_loss)
    bottom = surface_link * theta[-1] / (surface_link + face_loss)
    return top, bottom, np.mean(theta)


top_amplitudes = []
for wavelength, thin in zip(wavelengths, thin_amplitudes):
    q = 2 * np.pi / wavelength
    top, bottom, mean = slab_response(q, contrast * Q0)
    assert close(mean, thin, 0.01)
    if wavelength <= 0.005:
        assert close(top, thin * q * h / np.tanh(q * h), 0.015)
    top_amplitudes.append(top)
top, bottom, _ = slab_response(0.0, Q0)
face_difference = eps * sigma * T0**4 * h / k
assert close(top - bottom, face_difference, 0.01)

# Emissivity rising with temperature.
eps_slope = 1e-3            # fractional change per kelvin
slope_factor = 1 + eps_slope * T0 / 4
computed, _ = sine_response(
    0.020, emissivity=lambda T: eps * (1 + eps_slope * (T - T0)))
predicted = contrast * Q0 / (G * slope_factor + k * h * q20**2)
assert close(computed, predicted, 1e-3)
L_slope = L / np.sqrt(slope_factor)

# Emissivity pattern on one face with uniform absorbed flux.
delta_eps = 0.01
computed, _ = sine_response(0.020, c=0.0, delta_eps=delta_eps)
emissivity_amplitude = -sigma * T0**4 * delta_eps / (G + k * h * q20**2)
assert close(computed, emissivity_amplitude, 2e-3)

# Gas loss from both faces.
gas_loss = 20.0
computed, _ = sine_response(0.020, gas=gas_loss)
predicted = contrast * Q0 / (G + 2 * gas_loss + k * h * q20**2)
assert close(computed, predicted, 1e-3)
L_gas = np.sqrt(k * h / (G + 2 * gas_loss))

# Close parallel reflectors: follow the returned radiation bounce by bounce.
reflectance = 0.5
travelling, reabsorbed = eps, 0.0
for _ in range(200):
    travelling *= reflectance
    reabsorbed += eps * travelling
    travelling *= 1 - eps
eps_effective = eps * (1 - reflectance) / (1 - (1 - eps) * reflectance)
assert close(eps - reabsorbed, eps_effective, 1e-12)
L_reflector = L * np.sqrt(eps / eps_effective)

# Radiating, unlit rim of the whole wafer. The estimate omits rim curvature
# and the nonlinear loss, each an effect of one or two percent here.
edges = np.linspace(0, wafer_radius, 3001)
gain, _, _ = energy_balance(edges, np.full(3000, Q0), radial=True, rim=True)
rim_computed = steady_temperature(gain, 3000)[-1] - T0
rim_formula = -(eps * sigma * T0**4 * L / k) / (1 + face_loss * L / k)
assert close(rim_computed, rim_formula, 0.05)

print("Inputs: rough values for a lamp-heated soak anneal")
show("Hold temperature T0", T0, "K")
show("Wafer thickness h", h * 1e3, "mm")
show("Wafer radius", wafer_radius * 1e3, "mm")
show("Conductivity k", k / 100, "W/(cm K)")
show("Emissivity of each face", eps)
show("Heat capacity per volume", heat_capacity / 1e6, "J/(cm3 K)")
show("Absorbed-flux contrast", contrast * 100, "percent")
print("Main results")
show("Absorbed flux Q0", Q0 / 1e4, "W/cm2")
show("Loss coefficient G, both faces", G / 1e4, "W/(cm2 K)")
show("Lateral thermal length L", L * 1e3, "mm")
show("Half-response wavelength 2 pi L", 2 * np.pi * L * 1e3, "mm")
show("Uniform response time tau", tau, "s")
show("Local amplitude without conduction", local_rise, "K")
for wavelength, thin, top in zip(wavelengths, thin_amplitudes,
                                 top_amplitudes):
    print(f"Wavelength {wavelength * 1e3:.0f} mm: thin-wafer amplitude "
          f"{thin:.4g} K, top-surface amplitude {top:.4g} K")
show("Response factor at 20 mm, full emissivity", attenuation[1.0])
show("Response factor at 20 mm, half emissivity", attenuation[0.5])
show("Heated disc radius", disc_radius * 1e3, "mm")
show("Disc centre rise, 2 percent extra flux", local_rise * disc_factor, "K")
show("Exposure time", exposure, "s")
for wavelength, fraction in reached.items():
    show(f"Steady fraction reached at {wavelength * 1e3:.0f} mm", fraction)
print("Sizes of neglected effects")
show("Thickness correction to L", thickness_correction * 100, "percent")
show("Front-to-back difference, top heating", face_difference, "K")
show("Mean shift at 100 mm wavelength", mean_formula, "K")
show("Rim temperature change, linear estimate", rim_formula, "K")
show("Rim temperature change, nonlinear disc", rim_computed, "K")
show("Assumed emissivity slope", eps_slope * 100, "percent/K")
show("L with that emissivity slope", L_slope * 1e3, "mm")
show("Assumed one-face emissivity amplitude", delta_eps)
show("Its temperature amplitude at 20 mm", emissivity_amplitude, "K")
show("Assumed gas loss per face", gas_loss / 1e4, "W/(cm2 K)")
show("L with gas loss", L_gas * 1e3, "mm")
show("Assumed reflectance of close reflectors", reflectance)
show("Effective emissivity with reflectors", eps_effective)
show("L with close reflectors", L_reflector * 1e3, "mm")
print("done: every assertion held")
```

Running it gives:

```
Inputs: rough values for a lamp-heated soak anneal
Hold temperature T0: 1300 K
Wafer thickness h: 0.775 mm
Wafer radius: 150 mm
Conductivity k: 0.25 W/(cm K)
Emissivity of each face: 0.7
Heat capacity per volume: 2.2 J/(cm3 K)
Absorbed-flux contrast: 2 percent
Main results
Absorbed flux Q0: 22.67 W/cm2
Loss coefficient G, both faces: 0.06976 W/(cm2 K)
Lateral thermal length L: 5.27 mm
Half-response wavelength 2 pi L: 33.11 mm
Uniform response time tau: 2.444 s
Local amplitude without conduction: 6.5 K
Wavelength 100 mm: thin-wafer amplitude 5.858 K, top-surface amplitude 5.893 K
Wavelength 20 mm: thin-wafer amplitude 1.737 K, top-surface amplitude 1.779 K
Wavelength 5 mm: thin-wafer amplitude 0.1449 K, top-surface amplitude 0.1884 K
Wavelength 2 mm: thin-wafer amplitude 0.02363 K, top-surface amplitude 0.05836 K
Response factor at 20 mm, full emissivity: 0.2673
Response factor at 20 mm, half emissivity: 0.1543
Heated disc radius: 5 mm
Disc centre rise, 2 percent extra flux: 2.446 K
Exposure time: 0.5 s
Steady fraction reached at 100 mm: 0.2031
Steady fraction reached at 20 mm: 0.5348
Sizes of neglected effects
Thickness correction to L: 0.09011 percent
Front-to-back difference, top heating: 3.514 K
Mean shift at 100 mm wavelength: -0.0198 K
Rim temperature change, linear estimate: -22.26 K
Rim temperature change, nonlinear disc: -22.77 K
Assumed emissivity slope: 0.1 percent/K
L with that emissivity slope: 4.578 mm
Assumed one-face emissivity amplitude: 0.01
Its temperature amplitude at 20 mm: -0.6205 K
Assumed gas loss per face: 0.002 W/(cm2 K)
L with gas loss: 5.125 mm
Assumed reflectance of close reflectors: 0.5
Effective emissivity with reflectors: 0.4118
L with close reflectors: 6.871 mm
done: every assertion held
```
